Fowler's Square Law for Internal Photoemission into a Low-k Dielectric, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting the electrons

**Q:** Light reaches a metal electrode beneath an insulating film, and above some photon energy electrons enter the film. You say that the yield near threshold follows from counting electrons. Which electrons, and in what model of the metal?

**A:** Take a metal with a flat surface and let x point from the metal into the dielectric. The electrons are free, with mass m, and their energy is measured from the bottom of the band:

E = E_x + E_t, E_x = p_x²/(2m), E_t = p_t²/(2m).

Here p_x is the momentum normal to the surface and p_t is the magnitude of the momentum along it. At zero temperature the states are filled up to the Fermi energy μ, so the occupied momenta fill a sphere of radius p_F = √(2mμ). The top of the barrier in the dielectric lies Φ above the Fermi level, which is μ + Φ above the band bottom.

An electron crosses a flat barrier by virtue of its normal motion, because the flat surface exerts no force along itself. Fowler's model makes three assumptions. Every electron is equally likely to receive the photon. The whole photon energy hν is added to the normal energy. An electron then crosses if it is moving towards the surface and its normal energy exceeds the barrier:

p_x > 0, E_x + hν > μ + Φ.

Let P be the fraction of all electrons that satisfy both conditions. Electrons moving away from the surface are part of the total but never of the number that qualify. The yield Y, in electrons injected per absorbed photon, is written Y = A·P. The factor A holds everything that the count leaves out, such as the depth at which light is absorbed and losses on the way.

**Q:** The second assumption looks wrong. Why should a photon push an electron along the normal?

**A:** It is a simplification, and the second half replaces it by the opposite extreme, in which the excited electron moves in a random direction. The first question is what Fowler's count gives by itself.

**Q:** Then do it at zero temperature, with no approximation until it is needed.

**A:** Define the excess photon energy

δ = hν − Φ.

The crossing condition becomes E_x > μ − δ. For 0 < δ < μ the slowest electron that qualifies has normal momentum p₁ = √(2m(μ − δ)). The number of states per unit volume in a momentum element is 2d³p/h³, where the 2 counts spin. At a given p_x, the occupied transverse momenta satisfy p_t² < p_F² − p_x². They fill a disc of area π(p_F² − p_x²). The density of qualifying electrons is therefore

n_esc = (2/h³) ∫ from p₁ to p_F of π(p_F² − p_x²) dp_x.

The density of all electrons is the volume of the full sphere times the same density of states:

n = (2/h³)(4π/3)p_F³.

Set u = p_x/p_F and u₁ = p₁/p_F = √(1 − δ/μ). The numerator acquires a factor p_F³, which cancels, and π divided by 4π/3 is 3/4:

P = (3/4) ∫ from u₁ to 1 of (1 − u²) du
= (3/4)[(1 − u₁) − (1 − u₁³)/3]
= (2 − 3u₁ + u₁³)/4.

The cubic vanishes at u₁ = 1, and so does its derivative −3 + 3u₁², so it contains the factor (1 − u₁)². Multiplying out (1 − 2u₁ + u₁²)(2 + u₁) gives 2 − 3u₁ + u₁³, hence

P = (1 − u₁)²(2 + u₁)/4.

**Q:** I see a square, but it is the square of 1 − u₁, not of the photon energy.

**A:** The two are proportional near threshold. With ε = δ/μ, the expansion of the square root is

u₁ = √(1 − ε) = 1 − ε/2 − ε²/8 − …

so that

1 − u₁ = (ε/2)(1 + ε/4 + …),
(1 − u₁)² = (ε²/4)(1 + ε/2 + …),
2 + u₁ = 3 − ε/2 − … = 3(1 − ε/6 − …).

The product of the last two lines, divided by 4, is

P = (3/16)(δ/μ)²[1 + δ/(3μ) + …],

because 1/2 − 1/6 = 1/3. The leading term is the square law. It holds at zero temperature for δ much smaller than μ, and the bracket shows how the finite depth of the band first corrects it.

The constant 3/16 includes the condition p_x > 0. Equally many electrons have the same normal energies and move away from the surface. Counting them as well would double the constant to 3/8.

**Q:** Where do the two powers come from physically? I would have expected the number of electrons within δ of the Fermi level, and that is linear in δ.

**A:** It is linear if the total energy is what matters. Here the normal energy matters. An electron can lie just below the Fermi level and still fail, because its energy is in motion along the surface. The electrons that pass occupy a cap cut from the Fermi sphere by the plane p_x = p₁. The height of the cap is proportional to δ, which supplies one power. Its cross-section shrinks to zero at the pole of the sphere and is proportional to μ − E_x, which supplies the other.

**Q:** Put numbers to it.

**A:** Take μ = 7.0 eV and δ = 0.4683 eV. The second half derives this excess from a barrier and a photon energy. The square law gives

P = (3/16)(0.4683/7.0)² = 8.39×10⁻⁴.

The closed form in u₁ gives 8.59×10⁻⁴. The first band correction, δ/(3μ) = 2.23 %, accounts for nearly all of the difference.

The closed form was also tested without integrating anything, by counting plane-wave states in a large box. The box was elongated so that 20,000 planes of allowed p_x lay between zero and p_F. Within each plane, the transverse states formed a square lattice with 600 spacings to the Fermi radius. Counting those that qualify, and dividing by the number of states in the full sphere, gave 8.60×10⁻⁴, about 0.1 % above the closed form.

**Q:** You counted a density of electrons. A current is a flux, so should a fast electron not count for more?

**A:** One may weight each electron by its normal velocity p_x/m. Since (p_x/m)dp_x = dE_x, the integral over normal momentum becomes one over normal energy. The disc area is π·2m(μ − E_x), so the weighted count is proportional to

∫ from μ − δ to μ of (μ − E_x) dE_x = δ²/2.

The square survives, and in this version it has no band correction at zero temperature. The weighting changes the constant in front and the small correction, because the velocities of the qualifying electrons differ little from one another when δ is much less than μ. I keep to the density, as in Fowler's count.

**Q:** There is also the exclusion principle. An electron deep in the band cannot absorb the photon if the state it would reach is occupied.

**A:** That objection is correct, and it means that "every electron is equally likely" cannot be literal. At zero temperature an electron with total energy below μ − hν is blocked if hν is less than μ. The number of electrons below an energy E grows as E^(3/2), so the fraction that is free to absorb is 1 − (1 − hν/μ)^(3/2). For hν = 4.2 eV and μ = 7.0 eV this is 0.75. If the photons are shared among these electrons alone, the yield is P divided by 0.75.

The correction belongs in A, which then depends on photon energy. It does not alter the leading power. If P is proportional to δ² and A is a smooth function of hν that is not zero at threshold, the local exponent of the yield is

d ln Y/d ln δ = 2 + δ·(d ln A/dδ),

and the last term vanishes as δ goes to zero. A factor in A can spoil the square law if it vanishes at threshold, and the second half meets such a case.

**Q:** So far the Fermi surface is sharp. At room temperature it is not, and close to threshold the smearing must matter.

**A:** It does. Replace the filled sphere by the Fermi function

f = 1/(1 + exp[(E_x + E_t − μ)/kT]).

I hold μ at its zero-temperature value, which neglects a relative shift of order (kT/μ)². The transverse element of momentum is 2πp_t dp_t = 2πm dE_t, so at fixed E_x we need the integral of f over E_t. With z = (E_x + E_t − μ)/kT,

1/(1 + e^z) = e^(−z)/(1 + e^(−z)) = −d/dz ln(1 + e^(−z)).

The logarithm vanishes at the upper limit, and dE_t = kT dz. With a = μ − E_x, the result is

L(a) = ∫ from 0 to ∞ of f dE_t = kT ln(1 + e^(a/kT)).

For a well above kT this tends to a, which is the disc of the cold calculation. For a well below −kT it is exponentially small.

The normal momentum is p_x = p_F√(1 − a/μ), and differentiating p_x² = 2m(μ − a) gives |dp_x| = m da/p_x. The condition E_x > μ − δ is a < δ. Therefore

n_esc = (2/h³)(2πm)(m/p_F) ∫ from −∞ to δ of L(a)/√(1 − a/μ) da.

Divide by n. The prefactor becomes 2πm²/p_F divided by (4π/3)p_F³, which is 3m²/(2p_F⁴). Since p_F⁴ = 4m²μ², this is 3/(8μ²):

P = (3/(8μ²)) ∫ from −∞ to δ of L(a)/√(1 − a/μ) da.

**Q:** And near threshold you drop the square root?

**A:** Yes, because the values of a that contribute are of the size of δ or kT, both much less than μ. With y = a/kT and X = δ/kT,

P = (3/8)(kT/μ)² F(X), F(X) = ∫ from −∞ to X of ln(1 + e^y) dy.

This is Fowler's thermal law. For X ≤ 0 the logarithm can be expanded in powers of e^y and integrated term by term:

F(X) = e^X − e^(2X)/4 + e^(3X)/9 − …

The series is −Li₂(−e^X), where Li₂ is the dilogarithm. At threshold it becomes 1 − 1/4 + 1/9 − …, which is the sum of all 1/n² less twice the sum over even n:

F(0) = π²/6 − 2·(1/4)·π²/6 = π²/12.

**Q:** The square law should be at positive X, where that series is useless.

**A:** There, split the integral at zero and use ln(1 + e^y) = y + ln(1 + e^(−y)):

F(X) = F(0) + X²/2 + ∫ from 0 to X of ln(1 + e^(−y)) dy.

Replacing y by −y turns the last integral into that of ln(1 + e^y) from −X to 0, which is F(0) − F(−X). With 2F(0) = π²/6,

F(X) = X²/2 + π²/6 − F(−X).

The term F(−X) is positive and less than e^(−X), because its series alternates with terms that decrease. For δ several times kT it can be dropped, and

P ≈ (3/(16μ²))[δ² + (π²/3)(kT)²].

The low-temperature condition can now be stated. The relative thermal correction is (π²/3)(kT/δ)², so "low" means kT small compared with δ, not with μ. A metal at room temperature is very cold on the scale of μ, and it can still depart from the square law close to threshold.

**Q:** How close, at 300 K?

**A:** There kT = 0.02585 eV. Setting the correction to 10 % gives δ = πkT/√0.3 = 0.148 eV. At δ = 0.4683 eV the correction is 1.00 %. At threshold the square law predicts nothing, while the thermal law gives

P = (3/8)(0.02585/7.0)²(π²/12) = 4.21×10⁻⁶,

which is proportional to T². Below threshold the first term of the series leaves a tail proportional to T²e^(−|δ|/kT).

The thermal law was tested against a two-dimensional integral of the Fermi function with the square root retained. At δ = 0.4683 eV the integral gave 8.67×10⁻⁴ and the law 8.48×10⁻⁴. The difference of 2.3 % is what the band correction leads one to expect. If so, it should fall about tenfold when μ is raised tenfold with δ and T held fixed, and it fell by a factor between 9 and 12.

**Q:** If I fitted a power law to data, then, I might not find 2.

**A:** You would find a local exponent that depends on where you fit. From the approximate thermal form,

d ln P/d ln δ = 2δ²/[δ² + (π²/3)(kT)²],

which lies below 2. The band correction adds about δ/(3μ). The full count at 300 K gives 1.66 at δ = 0.1 eV, 1.91 at 0.2 eV, 2.00 at 0.468 eV and 2.04 at 0.8 eV. The value 2.00 marks the place where the two corrections to the exponent balance. The exponent 2 itself belongs to the limit in which kT is much less than δ and δ is much less than μ.

## Second half: the barrier, the conditions and an example

**Q:** Before we go on, remind me what is established.

**A:** The Fermi energy μ is measured from the band bottom, the barrier top lies Φ above the Fermi level, and δ = hν − Φ. An electron has normal energy E_x and transverse energy E_t, and a = μ − E_x. The yield is Y = A·P, where P is the fraction of all electrons that move towards the surface and can cross. The count gave, for kT much less than δ and δ much less than μ,

P = (3/16)(δ/μ)²,

with relative corrections δ/(3μ) from the band and (π²/3)(kT/δ)² from temperature. At finite temperature the transverse integral is L(a) = kT ln(1 + e^(a/kT)), which tends to a for a > 0 when T goes to zero.

**Q:** You have treated Φ as given. In a film under voltage it cannot be a fixed property of the two materials.

**A:** It is not. An electron at distance x from the metal is attracted by its image charge at distance 2x. The force is q²/(4πε₀ε_opt(2x)²) = q²/(16πε₀ε_opt x²), where q is the elementary charge. The work needed to remove the electron from x to infinity against this force is C/x, with

C = q²/(16πε₀ε_opt).

I use the optical permittivity ε_opt, on the assumption that the electron passes too quickly for the slower polarization of the film to follow. Let F now denote the magnitude of the electric field, directed so that it pulls electrons away from the metal, and let Φ₀ be the barrier without field or image force. The potential energy above the Fermi level is

V(x) = Φ₀ − qFx − C/x.

Its derivative, −qF + C/x², vanishes at x_m = √(C/(qF)). The second derivative, −2C/x³, is negative, so this is a maximum. Both lowering terms equal √(CqF) there, and

Φ = Φ₀ − 2√(CqF) = Φ₀ − q√(qF/(4πε₀ε_opt)).

Take Φ₀ = 4.0 eV, ε_opt = 2.0 and F = 1 MV/cm, which is 0.1 V/nm. The top lies at x_m = 1.342 nm, so C = x_m²qF = 0.180 eV nm. The lowering is 2√(0.180 × 0.1) = 0.268 eV, and Φ = 3.732 eV. For a photon of 4.20 eV the excess is δ = 0.468 eV, the value used in the first half.

**Q:** Now the condition you hinted at. In quantum mechanics an electron just above a barrier can be reflected.

Counting electrons by their normal energy gives a yield proportional to (hν − Φ)² near threshold, when kT is much less than δ and δ is much less than μ, and the field and image force set the barrier Φ. It remains to see how reflection, random directions, a different electron mass in the film and scattering affect this law, how to extract a barrier from it, and how much charge it implies for a film.
